\section*{How graphene's electron density sets a Schottky barrier}

\section*{Problem}

A graphene sheet lies on n-type silicon. A charge-trap layer above the graphene stores positive charge, which is balanced by electrons in the graphene. Writing the memory raises the net electron density, electrons minus holes per area, from $n_1=1\times10^{12}\,\mathrm{cm^{-2}}$ to $n_2=4\times10^{12}\,\mathrm{cm^{-2}}$.

Near each of its two Dirac points, graphene has the conduction band $E=\hbar v k$, where $k$ is the wavenumber measured from that point and $v=10^6\,\mathrm{m/s}$ is the Fermi velocity. Take the bands as rigid: the Dirac energy $E_D$ stays fixed relative to the silicon conduction edge $E_C$ at the interface. The electron Schottky barrier $\phi$ is the height of that edge above the Fermi level. For neutral graphene it is $\phi_0=0.55$ eV, a rough value.

\begin{enumerate}
\item Find the Fermi energy of the graphene, measured from $E_D$, in both states at zero temperature.
\item By how much does the barrier change, and in which direction?
\item By what factor does the thermionic current from silicon change at 300 K, if the junction voltage and the transmission over the barrier are the same in both states?
\item Which effects left out of the model matter most for this junction?
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item Count the states inside a disc in $k$-space. Each $k$ near a Dirac point holds two spins, and there are two Dirac points.
\item Write $\phi$ as the difference of two energies, both measured from $E_D$. One of them is fixed.
\item Compare the square roots of the densities before inserting numbers.
\item Far above the Fermi level, the occupation of a state of energy $E$ is proportional to $e^{-E/k_BT}$.
\item For the neglected effects, ask whether each one shifts the two barriers equally. A common shift cancels.
\end{enumerate}

\section*{Full solution}

\subsection*{Fermi energy}

In neutral graphene at zero temperature the lower band is full and the upper band is empty. Added electrons fill the upper band from the Dirac points outwards, up to a wavenumber $k_F$. On a periodic square of side $L$, each allowed $k$ occupies an area $(2\pi/L)^2$. With the factor 4 for spin and Dirac points,
\begin{equation}
nL^2=4\,\frac{\pi k_F^2}{(2\pi/L)^2}=\frac{k_F^2L^2}{\pi}
\quad\Rightarrow\quad k_F=\sqrt{\pi n}.
\end{equation}
The linear band then gives
\begin{equation}
E_F=\hbar v\sqrt{\pi n}.
\label{eq:EF}
\end{equation}

For the numbers, $\hbar v=0.6582$ eV nm, and $10^{12}\,\mathrm{cm^{-2}}=0.01\,\mathrm{nm^{-2}}$. Hence
\begin{align}
k_{F1}&=\sqrt{0.01\pi}\ \mathrm{nm^{-1}}=0.1772\ \mathrm{nm^{-1}}, & E_{F1}&=0.1167\ \mathrm{eV},\\
k_{F2}&=\sqrt{0.04\pi}\ \mathrm{nm^{-1}}=0.3545\ \mathrm{nm^{-1}}, & E_{F2}&=0.2333\ \mathrm{eV}.
\end{align}
As a test of the counting, the discrete states of a square of side $5\,\mu$m were filled one by one. The highest filled levels were again 0.1167 and 0.2333 eV.

\subsection*{Change of the barrier}

Let $\mu_F$ be the position of the Fermi level on the same energy scale as $E_C$ and $E_D$. Then
\begin{equation}
\phi=E_C-\mu_F=(E_C-E_D)-(\mu_F-E_D)=\phi_0-E_F.
\end{equation}
The first bracket is fixed by the rigid-band assumption. It equals $\phi_0$, because in neutral graphene the Fermi level lies at $E_D$. More electrons raise the Fermi level towards the silicon edge, so the barrier falls. The lowering is
\begin{equation}
\Delta=\phi_1-\phi_2=E_{F2}-E_{F1}
=\hbar v\sqrt{\pi}\left(\sqrt{n_2}-\sqrt{n_1}\right),
\label{eq:Delta}
\end{equation}
and $\phi_0$ has cancelled. Since $n_2=4n_1$, the Fermi energy doubles, and
\begin{equation}
\Delta=2E_{F1}-E_{F1}=E_{F1}=0.1167\ \mathrm{eV}\approx0.12\ \mathrm{eV}.
\end{equation}
The barriers are $0.55-0.1167=0.4333$ eV and $0.55-0.2333=0.3167$ eV.

The square root gives diminishing returns: bringing the Fermi level closer to the silicon edge by the same amount again would need a total density of $9\times10^{12}\,\mathrm{cm^{-2}}$. For a small change $\delta n$, expanding Eq.~\eqref{eq:EF} gives
\begin{equation}
\delta E_F\approx\frac{dE_F}{dn}\,\delta n=\frac{E_F}{2n}\,\delta n ,
\label{eq:small}
\end{equation}
so a 10\% rise from $n_1$ lowers the barrier by about 6 meV. The slope grows without limit as $n\to0$, but only at zero temperature; the first variation gives the finite slope at nonzero temperature.

\subsection*{Current ratio}

Electrons cross from silicon if their energy of motion towards the interface exceeds the barrier. Measuring energy from the Fermi level and using the Boltzmann occupation, the flux is proportional to
\begin{equation}
\int_\phi^\infty e^{-E/k_BT}\,dE=k_BT\,e^{-\phi/k_BT}.
\end{equation}
An applied junction voltage multiplies this flux by the same factor in both states, provided the silicon surface stays depleted. At the doping used below, state 2 has only 0.11 eV of band bending, so a forward voltage must stay well below 0.11 V. The voltage meant is the one across the junction itself: with so low a barrier, the series resistance of the silicon and the graphene can take most of the terminal voltage and make the measured ratio much smaller. With equal transmission the ratio is therefore
\begin{equation}
\frac{J_2}{J_1}=e^{(\phi_1-\phi_2)/k_BT}=e^{\Delta/k_BT}
=\exp\!\left(\frac{0.1167}{0.02585}\right)\approx 91 .
\end{equation}
Using the Fermi occupation instead, and integrating over motion parallel to the interface, replaces the integrand by $\ln(1+e^{-E/k_BT})$. Numerical integration of that form from each barrier upwards also gives a ratio of 91.2, so degeneracy of the silicon electrons is unimportant here. Both values use the zero-temperature Fermi energies. With the 300 K levels found in the first variation, the lowering is 0.1215 eV and the ratio rises to about 110.

\subsection*{What the model leaves out}

Several corrections depend on the electric field in the silicon, so that field comes first. Take donors of density $N_d=10^{16}\,\mathrm{cm^{-3}}$ and permittivity $\varepsilon=11.7\,\varepsilon_0$. Let $\psi(x)$ be the height of the conduction edge above its value deep in the silicon. Mobile electrons have density $N_de^{-\psi/k_BT}$, so Poisson's equation reads
\begin{equation}
\frac{d^2\psi}{dx^2}=\frac{e^2N_d}{\varepsilon}\left(1-e^{-\psi/k_BT}\right).
\end{equation}
Multiply by $d\psi/dx$ and integrate from the bulk, where $\psi$ and its slope vanish, to the interface, where $\psi=U$:
\begin{equation}
\frac12\left(\frac{d\psi}{dx}\right)^2=\frac{e^2N_d}{\varepsilon}
\left(U-k_BT+k_BTe^{-U/k_BT}\right).
\end{equation}
The last term is small when $U$ is several $k_BT$. The field is $F=|d\psi/dx|/e$, and Gauss's law gives the depletion charge per area as $eN_s=\varepsilon F$. Thus
\begin{equation}
F=\sqrt{\frac{2N_d(U-k_BT)}{\varepsilon}},\qquad
N_s=\frac{\varepsilon F}{e}.
\label{eq:dep}
\end{equation}
The bending $U$ is the barrier minus the height of the bulk conduction edge above the Fermi level. That height is 0.205 eV at this doping, from silicon's anisotropic band masses. So $U=0.229$ eV in state 1 and 0.112 eV in state 2, with $N_s=1.62\times10^{11}$ and $1.06\times10^{11}\,\mathrm{cm^{-2}}$. Numerical integration of Poisson's equation agrees with this field to within 1\% in both states.

The higher barrier has the stronger field. Three effects that lower a barrier more in a stronger field therefore act more on state 1 and reduce $\Delta$.

\begin{itemize}
\item \emph{Image force.} If graphene screens like a perfect metal, an electron at distance $x$ has its energy lowered by $eFx+e^2/(16\pi\varepsilon x)$. This lowering is least, and the barrier has its top, where $eF=e^2/(16\pi\varepsilon x^2)$. Both terms are then equal, and their sum is $2eFx=\sqrt{e^3F/(4\pi\varepsilon)}$. It is 17.6 meV in state 1 and 14.2 meV in state 2, so $\Delta$ changes by $-3.4$ meV.
\item \emph{Interface gap.} The positive depletion charge faces electrons in graphene across a gap $d\approx0.3$ nm, treated as vacuum. The voltage across it lowers the silicon edge by $e^2N_sd/\varepsilon_0$. The difference between the states changes $\Delta$ by $-3.1$ meV.
\item \emph{Tunnelling.} A semiclassical estimate for a triangular barrier top, using silicon's light mass and no reflection above the top, gives $-2.3$ meV. The image force rounds the top, which reduces the size of this change to about 1 meV or less, so the value is an upper estimate.
\end{itemize}

Two further effects belong to the graphene. Density puddles with a rough spread of $2\times10^{11}\,\mathrm{cm^{-2}}$ make the barrier vary from place to place, and the current favours the low places. By Eq.~\eqref{eq:small} the energy spread is about 12 meV in state 1 and 6 meV in state 2, so state 1 gains more; $\Delta$ changes by $-1.4$ meV if each place acts as a separate junction with zero-temperature levels, and by about $-1.7$ meV with 300 K levels. Puddles only about 10 nm across are partly smoothed out at the barrier top, which makes the change smaller. The curvature and warping of a nearest-neighbour tight-binding band change it by $-0.1$ meV.

Thermal smearing works the other way, by $+4.9$ meV at 300 K, as the first variation shows. The six changes add to $-5.4$ meV, giving 0.111 eV. They were estimated separately, and the tunnelling value is an upper estimate, so this sum is only a guide to size. It is about 5\% of $\Delta$, partly because thermal smearing offsets the other five changes, which alone add to about $-10$ meV.

\subsection*{Comparison with a real junction}

Graphene on silicon with a gate above it is a real type of device, and the densities, doping and gap used here are rough typical values for it. If all the charge balancing $n_2$ lies across silicon dioxide, of relative permittivity 3.9, the oxide field is 1.86 MV/cm, below a rough breakdown field of 10 MV/cm. The silicon field of 0.025 MV/cm is also well below its rough breakdown value of 0.3 MV/cm. The Fermi velocity depends on the surroundings of the sheet; a value 10\% higher in both states gives $\Delta=0.128$ eV, a larger shift than the sum above. The velocity is also not the same in both states, because electron exchange makes it fall logarithmically with density. To first order the relative change is $-(\alpha/4)\ln(k_{F2}/k_{F1})$ with $\alpha=e^2/(4\pi\varepsilon_0\kappa\hbar v)$. For an effective relative permittivity $\kappa$ of 8 to 11 this is a fall of 3 to 5\%. It changes $\Delta$ by roughly $-4$ to $-11$ meV, depending on $\kappa$ and on which state has $v=10^6$ m/s. This is as large as or larger than any single change listed above, and it is not included in their sum. The assumption most exposed in a real junction is the fixed Dirac energy, because charge trapped at the silicon surface can move it. The second variation shows that this can exceed $\Delta$ itself.

The model also needs a depleted silicon surface. With these inputs depletion ends when $\phi$ falls to 0.205 eV, or $E_F=0.345$ eV. Equation~\eqref{eq:EF} places this at
\begin{equation}
n=\frac1\pi\left(\frac{0.345}{0.6582}\right)^2\mathrm{nm^{-2}}
\approx9\times10^{12}\ \mathrm{cm^{-2}} .
\end{equation}
Beyond that density the interface edge is no longer the highest point on the electron's path.

\section*{Variation 1: the same densities at finite temperature}

\emph{Keep the net densities fixed and find the lowering at 300 K.}

Let $\mu$ be the chemical potential measured from $E_D$, and $f(u)=1/(e^{u/k_BT}+1)$. Differentiating $n=E^2/(\pi\hbar^2v^2)$ gives the density of states $2E/(\pi\hbar^2v^2)$. An empty state at $-E$ is a hole, with probability $1-f(-E-\mu)=f(E+\mu)$. Therefore
\begin{equation}
\frac{\pi\hbar^2v^2n}{2}=\frac{E_F^2}{2}
=\int_0^\infty E f(E-\mu)\,dE-H,\qquad
H=\int_0^\infty E f(E+\mu)\,dE ,
\end{equation}
where $E_F$ still denotes $\hbar v\sqrt{\pi n}$. In the first integral put $E=\mu+u$, and for negative $u=-s$ use $f(-s)=1-f(s)$:
\begin{align}
\int_0^\infty E f(E-\mu)\,dE
&=\int_0^\mu(\mu-s)\,ds-\int_0^\mu(\mu-s)f(s)\,ds+\int_0^\infty(\mu+u)f(u)\,du\nonumber\\
&=\frac{\mu^2}{2}+2\int_0^\infty u f(u)\,du+\int_\mu^\infty(\mu-s)f(s)\,ds .
\end{align}
The second line extends the middle integral to infinity and adds back the excess. With $s=\mu+E$, the last term is $-H$. Expanding $f$ in powers of $e^{-u/k_BT}$ gives
\begin{equation}
\int_0^\infty uf(u)\,du=(k_BT)^2\left(1-\frac1{2^2}+\frac1{3^2}-\cdots\right)
=\frac{\pi^2}{12}(k_BT)^2 ,
\end{equation}
because the sum of all $1/j^2$ is $\pi^2/6$, and reversing the sign of the even terms removes half of it. Collecting terms,
\begin{equation}
E_F^2=\mu^2+\frac{\pi^2}{3}(k_BT)^2-4H .
\end{equation}
Since $f(u)<e^{-u/k_BT}$, $H$ is less than $(k_BT)^2e^{-\mu/k_BT}$ and may be dropped when $\mu$ is several $k_BT$. At 300 K the thermal term is $0.00220\ \mathrm{eV^2}$, so
\begin{align}
\mu_1&\approx\sqrt{0.01361-0.00220}\ \mathrm{eV}=0.1068\ \mathrm{eV},\\
\mu_2&\approx\sqrt{0.05444-0.00220}\ \mathrm{eV}=0.2286\ \mathrm{eV}.
\end{align}
Solving the full integrals numerically gives 0.1070 and 0.2286 eV, and a lowering of 0.1215 eV. The same amount is subtracted from both squares, so the smaller level drops further and the difference grows. At 358 K the lowering is 0.1235 eV.

In the opposite limit, $\mu\ll k_BT$, use $f(E-\mu)-f(E+\mu)\approx-2\mu f'(E)$ and integrate by parts:
\begin{equation}
\frac{E_F^2}{2}\approx2\mu\int_0^\infty f(E)\,dE=2\mu k_BT\ln2
\quad\Rightarrow\quad
\mu\approx\frac{E_F^2}{4k_BT\ln2}\propto n .
\end{equation}
The infinite slope at $n=0$ is gone. At 300 K, $E_F=k_BT$ at about $5\times10^{10}\,\mathrm{cm^{-2}}$, far below both memory states.

\section*{Variation 2: the balancing charge on the wrong side}

\emph{Suppose the positive charge that balances the added electrons is trapped at the silicon surface instead of above the graphene. What happens to the lowering?}

The added charge now forms a parallel-plate capacitor across the gap, with $n_2-n_1=0.03\,\mathrm{nm^{-2}}$ and $d=0.3$ nm. Its field is $e(n_2-n_1)/\varepsilon_0$. The positive silicon side has the lower electron energy, so the conduction edge falls relative to $E_D$ by
\begin{equation}
\frac{e^2(n_2-n_1)d}{\varepsilon_0}=0.163\ \mathrm{eV}.
\end{equation}
This adds to the Fermi-level shift, for a total of $0.117+0.163=0.280$ eV. The bands are then not rigid, and Eq.~\eqref{eq:Delta} gives less than half of the shift. The edge would lie $0.433-0.280\approx0.15$ eV above the Fermi level, below the bulk value of 0.205 eV. The silicon's own charge would respond and raise the edge to about 0.17--0.18 eV, still below the bulk value. The silicon would therefore no longer be depleted, and the current ratio found above would not apply.

A milder form of this effect occurs with the charge above the graphene. If that stored charge, and not $n$, is held fixed, a reverse bias of 1 V exposes more donors, and graphene gains the matching electrons. Replacing $U$ by $U+1$ eV in Eq.~\eqref{eq:dep} gives gains of about $2.3\times10^{11}$ and $2.7\times10^{11}\,\mathrm{cm^{-2}}$ in states 1 and 2. The slope in Eq.~\eqref{eq:small} is twice as large in state 1, which outweighs its smaller gain. With the bands kept rigid, the lowering changes by $-5.1$ meV relative to zero bias. The extra charge also raises the voltage across the gap, slightly more in state 2, which offsets about 2 meV of this change. The stronger fields also make the image-force lowering nearly equal in the two states, which offsets almost 3 meV more. In these estimates little net change remains.

\section*{Calculated quantities}
\begin{verbatim}
Fermi velocity: 1.0e+06 m/s
hbar v: 0.6582 eV nm
State 1: density 1.0e+12 cm^-2
  Fermi wavenumber: 0.1772 nm^-1
  Fermi energy: 0.1167 eV
  Fermi energy by filling states: 0.1167 eV
  barrier: 0.4333 eV
  chemical potential, 300 K: 0.1070 eV
  its estimate from squares: 0.1068 eV
  silicon band bending: 0.229 eV
  depletion charge: 1.62e+11 e/cm^2
  silicon field: 0.0250 MV/cm
  image-force lowering: 17.6 meV
State 2: density 4.0e+12 cm^-2
  Fermi wavenumber: 0.3545 nm^-1
  Fermi energy: 0.2333 eV
  Fermi energy by filling states: 0.2333 eV
  barrier: 0.3167 eV
  chemical potential, 300 K: 0.2286 eV
  its estimate from squares: 0.2286 eV
  silicon band bending: 0.112 eV
  depletion charge: 1.06e+11 e/cm^2
  silicon field: 0.0163 MV/cm
  image-force lowering: 14.2 meV
Barrier lowering: 0.1167 eV
Neutral barrier (input): 0.55 eV
Silicon doping (input): 1.0e+16 cm^-3
Interface gap (input): 0.3 nm
Puddle spread (input): 2.0e+11 cm^-2
Temperature: 300 K; kT: 0.02585 eV
Ideal current ratio: 91.2
Current ratio from flux integral: 91.2
Changes of the barrier lowering:
  thermal smearing, 300 K: +4.88 meV
  band curvature and warping: -0.10 meV
  image force: -3.38 meV
  interface-gap voltage: -3.06 meV
  tunnelling (upper estimate): -2.28 meV
  density puddles: -1.42 meV
  sum of the above: -5.4 meV
Lowering with these changes: 0.111 eV
Thermal lowering at 300 K: 0.1215 eV
Thermal lowering at 358 K: 0.1235 eV
Lowering for 10% higher velocity: 0.1283 eV
Change at 1 V reverse bias: -5.1 meV
Shift if countercharge is in silicon: 0.163 eV
Oxide field for state 2 charge: 1.86 MV/cm
\end{verbatim}
